# Coulomb-metric density fitting and the sign of the exchange-energy error, part 1

(Sections cited here and not found follow in the later parts.)

## 1. Definitions and conventions

Gaussian units are used, so two charges $e$ at distance $r$ repel with energy $e^2/r$. The constants $\hbar$ and $m$ enter only through the Bohr radius $a_0=\hbar^2/(me^2)=5.291772\times10^{-9}$ cm, with $e=4.803205\times10^{-10}$ statC. Energies are quoted in $e^2/a_0=4.359745\times10^{-11}$ erg $=27.21139$ eV.

For two functions $f$ and $g$ of position, real or complex, the Coulomb product is

$$(f|g)=\iint \frac{f^*(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' . \tag{1}$$

It is linear in $g$ and conjugate-linear in $f$. Taking the complex conjugate and exchanging the names of $\mathbf r$ and $\mathbf r'$ gives $(f|g)^*=(g|f)$. All functions here are finite sums of polynomials times Gaussians, so they are integrable and square-integrable and every integral below converges. For number densities in cm$^{-3}$ the product has dimension cm$^{-1}$, and $e^2(f|g)$ is an energy.

The electrons occupy a single determinant of orthonormal orbitals $\phi_{i\sigma}(\mathbf r)$, each with definite spin $\sigma$. The density matrix of spin $\sigma$ is $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi^*_{i\sigma}(\mathbf r')$, the density is $n(\mathbf r)=\sum_\sigma\gamma_\sigma(\mathbf r,\mathbf r)$, and the Hartree and exchange energies are defined as

$$E_J=\frac{e^2}{2}(n|n),\qquad E_x=-\frac{e^2}{2}\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' . \tag{2}$$

The pair density of two orbitals of the same spin is $\rho_{ij}(\mathbf r)=\phi_i^*(\mathbf r)\phi_j(\mathbf r)$, with the spin label suppressed. Writing out the squared modulus in (2) and collecting the factors by position,

$$|\gamma(\mathbf r,\mathbf r')|^2=\sum_{ij}\phi_i(\mathbf r)\phi_i^*(\mathbf r')\,\phi_j^*(\mathbf r)\phi_j(\mathbf r')=\sum_{ij}\big[\phi_i^*(\mathbf r)\phi_j(\mathbf r)\big]^*\big[\phi_i^*(\mathbf r')\phi_j(\mathbf r')\big],$$

so that

$$E_x=-\frac{e^2}{2}\sum_\sigma\sum_{ij}(\rho_{ij}|\rho_{ij}). \tag{3}$$

Each term is the repulsion of one pair density with itself, and the terms $i=j$ are included. For a closed shell both spins have the same spatial orbitals, the spin sum gives a factor 2, and

$$E_x=-e^2\sum_{ij}(\rho_{ij}|\rho_{ij}),\qquad n=2\sum_i\rho_{ii}, \tag{4}$$

with sums over doubly occupied spatial orbitals.

Density fitting replaces a pair density $\rho$ by $\tilde\rho=\sum_P c_P\chi_P$, a combination of fixed auxiliary functions $\chi_P$. Their span is called $W$. The residual is $\Delta=\rho-\tilde\rho$. The Coulomb-metric fit chooses the coefficients that minimise $(\Delta|\Delta)$ with no side condition. The fitted exchange energy $\tilde E_x$ is (3) with every $\rho_{ij}$ replaced by $\tilde\rho_{ij}$, and the difference $G=\tilde E_x-E_x$ is called the gap. Until section 9 the orbitals are held fixed: exact and fitted energies are evaluated with the same $\phi_i$.

## 2. The Coulomb product is positive

Minimising $(\Delta|\Delta)$ makes sense only if this quantity cannot be negative. For a residual, which changes sign in space, that does not follow from $1/r>0$. It follows from the Fourier transform of the kernel.

The convention is $\hat f(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)\,d^3r$. Take first the screened kernel $e^{-\lambda r}/r$ with $\lambda>0$, whose transform converges. The angular integral of a plane wave is $\int e^{-ikr\cos\theta}d\Omega=4\pi\sin(kr)/(kr)$, so

$$\int e^{-i\mathbf k\cdot\mathbf r}\,\frac{e^{-\lambda r}}{r}\,d^3r=\frac{4\pi}{k}\int_0^\infty e^{-\lambda r}\sin(kr)\,dr=\frac{4\pi}{k}\,\mathrm{Im}\frac{1}{\lambda-ik}=\frac{4\pi}{k}\,\frac{k}{\lambda^2+k^2}=\frac{4\pi}{k^2+\lambda^2}.$$

Insert the inverse transform of the kernel, with its factor $e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$, into the screened version of (1). The $\mathbf r$ integral gives $\int f^*e^{i\mathbf k\cdot\mathbf r}d^3r=\hat f(\mathbf k)^*$ and the $\mathbf r'$ integral gives $\hat g(\mathbf k)$. The limit $\lambda\to0$ can be taken under both integrals. In real space the screened integrand is bounded in modulus by the unscreened one. In $\mathbf k$ space the transforms are bounded near $k=0$ and the volume element $k^2dk$ cancels the $1/k^2$. Hence

$$(f|g)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\hat f(\mathbf k)^*\,\hat g(\mathbf k). \tag{5}$$

For $g=f$ the integrand is $4\pi|\hat f|^2/k^2\ge0$. The integral vanishes only if $\hat f=0$ almost everywhere, which means $f=0$. The Coulomb product is therefore an inner product, and $\|f\|=(f|f)^{1/2}$ is a norm.

The norm has a direct meaning. The potential $v_f(\mathbf r)=\int f(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ has the transform $4\pi\hat f/k^2$, and its gradient has the transform $i\mathbf k\,4\pi\hat f/k^2$. Parseval's relation gives

$$\frac1{4\pi}\int\nabla v_f^*\cdot\nabla v_g\,d^3r=\frac{1}{4\pi}\int\frac{d^3k}{(2\pi)^3}\,k^2\,\frac{16\pi^2}{k^4}\,\hat f^*\hat g=(f|g). \tag{6}$$

The charge $e\Delta$ has the field $\mathbf E=-e\nabla v_\Delta$ and, for real $\Delta$, the field energy $\int E^2d^3r/8\pi=\tfrac12e^2(\Delta|\Delta)$. The Coulomb fit minimises the mean-square electric field of the residual charge.

Test on a limit. For real spherical $f$ and $g$, Gauss's law gives $-dv_f/dr=Q_f(r)/r^2$, where $Q_f(r)$ is the integral of $f$ over the ball of radius $r$, and (6) becomes $(f|g)=\int_0^\infty Q_fQ_g\,dr/r^2$. For a thin shell of unit charge at radius $R$, $Q=1$ outside and $0$ inside, so $(f|f)=\int_R^\infty dr/r^2=1/R$. This agrees with the direct evaluation, in which the unit charge sits in its own surface potential $1/R$.

## 3. One density, one fitting function

Let $\rho$ and $\chi$ be real, $\tilde\rho=c\chi$, and write $b=(\chi|\rho)$, $V=(\chi|\chi)>0$. Expanding the product and completing the square,

$$(\Delta|\Delta)=(\rho|\rho)-2cb+c^2V=(\rho|\rho)-\frac{b^2}{V}+V\Big(c-\frac bV\Big)^2 .$$

The last form is checked by expanding its square, $Vc^2-2cb+b^2/V$. The minimum is at $c=b/V$. There $(\tilde\rho|\tilde\rho)=c^2V=b^2/V$, and the equation reads

$$(\rho|\rho)-(\tilde\rho|\tilde\rho)=(\Delta|\Delta)\ge0. \tag{7}$$

The fitted self-repulsion falls short of the exact one, and the shortfall is the squared norm of the residual. Written as $b^2\le(\rho|\rho)V$, (7) is the Cauchy–Schwarz inequality for the Coulomb product.

A model makes this explicit. Two electrons of opposite spin share the orbital $\phi=(\alpha/\pi)^{3/4}e^{-\alpha r^2/2}$. The only pair density is $\rho=g_\alpha$, where $g_\alpha=(\alpha/\pi)^{3/2}e^{-\alpha r^2}$ has unit charge, and (4) gives $E_x=-e^2(g_\alpha|g_\alpha)$. The fitting function is $\chi=g_\beta$. In each Cartesian direction $\int e^{-\alpha x^2-ik_xx}dx=\sqrt{\pi/\alpha}\,e^{-k_x^2/4\alpha}$, so $\hat g_\alpha=e^{-k^2/4\alpha}$. For spherical transforms the prefactor in (5) is $4\pi\cdot4\pi/(2\pi)^3=2/\pi$. With $s=\frac14(1/\alpha+1/\beta)=(\alpha+\beta)/(4\alpha\beta)$ and $\int_0^\infty e^{-sk^2}dk=\frac12\sqrt{\pi/s}$,

$$(\alpha|\beta)\equiv(g_\alpha|g_\beta)=\frac2\pi\cdot\frac12\sqrt{\frac{4\pi\alpha\beta}{\alpha+\beta}}=\frac{2}{\sqrt\pi}\sqrt{\frac{\alpha\beta}{\alpha+\beta}} . \tag{8}$$

In particular $(\beta|\beta)=(2/\sqrt\pi)\sqrt{\beta/2}$. The coefficient and the energy ratio are

$$c=\frac{(\beta|\alpha)}{(\beta|\beta)}=\sqrt{\frac{\alpha\beta}{\alpha+\beta}\cdot\frac2\beta}=\sqrt{\frac{2\alpha}{\alpha+\beta}},\qquad \frac{\tilde E_x}{E_x}=\frac{(\alpha|\beta)^2}{(\alpha|\alpha)(\beta|\beta)}=\frac{\alpha\beta/(\alpha+\beta)}{\sqrt{\alpha\beta}/2}=\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}. \tag{9}$$

This is the geometric mean of the exponents over their arithmetic mean, and

$$1-\frac{\tilde E_x}{E_x}=\frac{\alpha+\beta-2\sqrt{\alpha\beta}}{\alpha+\beta}=\frac{(\sqrt\alpha-\sqrt\beta)^2}{\alpha+\beta}\ge0. \tag{10}$$

Tests on limits. For $\beta=\alpha$, $c=1$ and the error vanishes. For $\beta\to0$ or $\beta\to\infty$ the ratio tends to zero: a useless fitting function recovers no exchange, and the error approaches its upper limit $|E_x|$. For $\beta=\alpha(1+\varepsilon)$ with small $\varepsilon$, $\sqrt{1+\varepsilon}-1=\varepsilon/2-\varepsilon^2/8+\dots$, whose square is $(\varepsilon^2/4)(1-\varepsilon/2+\dots)$, and the denominator contributes $1/(2+\varepsilon)=\frac12(1-\varepsilon/2+\dots)$. So (10) is $(\varepsilon^2/8)(1-\varepsilon+\dots)$.

The residual itself is of first order in $\varepsilon$. With $u=k^2/4\alpha$, $c=(1+\varepsilon/2)^{-1/2}\approx1-\varepsilon/4$ and $e^{-k^2/4\beta}=e^{-u/(1+\varepsilon)}\approx e^{-u}(1+\varepsilon u)$,

$$\hat\Delta(k)=e^{-u}-c\,e^{-u/(1+\varepsilon)}\approx\varepsilon\,e^{-u}\Big(\frac14-u\Big).$$

Its squared norm can be found without (7). In $(\Delta|\Delta)=(2/\pi)\int_0^\infty\hat\Delta^2dk$ the weight is $e^{-2u}=e^{-k^2/2\alpha}$, a Gaussian of variance $\alpha$, with averages $\langle k^2\rangle=\alpha$ and $\langle k^4\rangle=3\alpha^2$, that is $\langle u\rangle=1/4$ and $\langle u^2\rangle=3/16$. The weight alone integrates to $(\alpha|\alpha)$, so

$$\frac{(\Delta|\Delta)}{(\alpha|\alpha)}\approx\varepsilon^2\Big(\frac1{16}-\frac12\cdot\frac14+\frac3{16}\Big)=\frac{\varepsilon^2}{8},$$

in agreement with (10). Quadrature of the enclosed-charge integrals gives relative deficits $4.9016\times10^{-5}$ at $\varepsilon=0.02$ and $1.2376\times10^{-5}$ at $\varepsilon=0.01$. The series gives $5\times10^{-5}\times0.98=4.90\times10^{-5}$ and $1.25\times10^{-5}\times0.99=1.2375\times10^{-5}$. Halving $\varepsilon$ divides the error by very nearly four. The value $\hat\Delta(0)=1-c\approx\varepsilon/4$ is the net charge of the residual, so the Coulomb fit does not conserve charge.

Numbers for the chosen inputs $\alpha=1.0\,a_0^{-2}$ and $\beta=0.8\,a_0^{-2}$: the products are $(\alpha|\alpha)=0.797885$, $(\alpha|\beta)=0.752253$ and $(\beta|\beta)=0.713650$ in $1/a_0$. Then $c=0.752253/0.713650=1.054093$, and $(\tilde\rho|\tilde\rho)=cb=1.054093\times0.752253=0.792944$. The energies are $E_x=-0.797885$ and $\tilde E_x=-0.792944\ e^2/a_0$, with ratio $0.993808$, and the gap is $+0.004941\ e^2/a_0=+0.1344$ eV. Fourier quadrature of the squared residual gives $(\Delta|\Delta)=0.004941/a_0$, as (7) requires.

## 4. The same model with other coefficients

Let the coefficient be $c+\delta$, with $c=b/V$ the Coulomb optimum. Two energy expressions that coincide at $\delta=0$ now differ. The plain form is the self-repulsion of the fitted density. Using $cV=b$,

$$(\tilde\rho|\tilde\rho)=(c+\delta)^2V=\frac{b^2}V+2\delta b+\delta^2V,$$

so its shortfall is $(\Delta|\Delta)-2\delta b-\delta^2V$, where $\Delta$ still denotes the optimal residual. The term $2\delta b$ is linear in the coefficient error, multiplies a quantity as large as the integral itself, and has the sign of $\delta b$. The robust form is $2(\rho|\tilde\rho)-(\tilde\rho|\tilde\rho)$. Its shortfall $(\rho|\rho)-2(\rho|\tilde\rho)+(\tilde\rho|\tilde\rho)$ is the squared norm of the actual residual, which by the completed square of section 3 is $(\Delta|\Delta)+\delta^2V$.

The overlap-metric fit minimises $\int\Delta^2d^3r$. The same algebra with the overlap in place of the Coulomb product gives $c_S=S_{\alpha\beta}/S_{\beta\beta}$, where

$$S_{\alpha\beta}=\int g_\alpha g_\beta\,d^3r=\Big(\frac{\alpha\beta}{\pi^2}\Big)^{3/2}\Big(\frac{\pi}{\alpha+\beta}\Big)^{3/2}=\Big(\frac{\alpha\beta}{\pi(\alpha+\beta)}\Big)^{3/2},\qquad c_S=\Big(\frac{2\alpha}{\alpha+\beta}\Big)^{3/2}.$$

The plain energy ratio is $c_S^2(\beta|\beta)/(\alpha|\alpha)=[2/(2+\varepsilon)]^3\sqrt{1+\varepsilon}=(1-\tfrac32\varepsilon+\dots)(1+\tfrac12\varepsilon+\dots)=1-\varepsilon+\dots$. Quadrature gives deficits $1.9752\times10^{-2}$ and $9.9378\times10^{-3}$ at $\varepsilon=0.02$ and $0.01$, which halve when $\varepsilon$ is halved. For $\beta$ moderately below $\alpha$ the ratio exceeds one and the fitted exchange energy lies below the exact one. The overshoot does not persist to $\beta\to0$, where the ratio behaves as $8\sqrt{\beta/\alpha}$ and vanishes. A fit constrained to the correct charge has $c+\delta=1$ and the plain ratio $\sqrt{\beta/\alpha}=1+\varepsilon/2+\dots$, again linear, with a slope of the opposite sign.

For $\alpha=1.0$, $\beta=0.8$ the overlap coefficient is $c_S=1.171214$, so $\delta=1.171214-1.054093=0.117121$, $2\delta b=0.1762$ and $\delta^2V=0.0098$. The plain error of $E_x$ is $0.0049-0.1762-0.0098=-0.1811$ and the robust error is $0.0049+0.0098=0.0147$. For the charge-fixed fit $\delta=-0.054093$, $\delta^2V=0.002088$, and the robust error is $0.004941+0.002088=0.007029$.

| fit | $\tilde E_x$ ($e^2/a_0$) | error ($e^2/a_0$) | error (eV) |
|---|---|---|---|
| Coulomb | $-0.792944$ | $+0.004941$ | $+0.1344$ |
| overlap, plain | $-0.978943$ | $-0.181059$ | $-4.9269$ |
| overlap, robust | $-0.783155$ | $+0.014730$ | $+0.4008$ |
| charge fixed, plain | $-0.713650$ | $+0.084235$ | $+2.2921$ |
| charge fixed, robust | $-0.790856$ | $+0.007029$ | $+0.1913$ |

The overlap fit has the smaller mean-square error in the density by construction, yet its plain exchange energy is wrong by 4.9 eV with the opposite sign. A good fit of the density in one norm does not make the linear term vanish in another.

For one real density and one fitting function, the Coulomb fit underestimates the self-repulsion by exactly the squared norm of the residual, while other coefficients add an error linear in their deviation unless the robust form is used. It remains to treat many fitting functions and complex densities, and from them the full exchange energy.

All numerical values are calculated from the stated model.
